# Phosphorene-like exciton: envelope shape and 2p splitting

## Problem

An electron and a hole are bound in a thin, freely suspended sheet with one light and one heavy in-plane direction. Let $x$ be the light and $y$ the heavy direction, and let $\mathbf r=(x,y)$ be the relative coordinate. The envelope function obeys

$$\left[-\frac{\hbar^2}{2\mu_x}\partial_x^2-\frac{\hbar^2}{2\mu_y}\partial_y^2+V(x,y)\right]\psi=E\psi ,$$

with energies measured from the edge of the free-pair continuum. The sheet responds to an in-plane field with the surface polarization $P_i=-\varepsilon_0\chi_i\,\partial_i\phi$, where $\chi_x,\chi_y$ are lengths. Take

$$\mu_x=0.10\,m_0,\quad \mu_y=1.0\,m_0,\quad \chi_x=6.0\ \text{nm},\quad \chi_y=5.0\ \text{nm}.$$

These are round model parameters, not computed or measured values of any material.

States are labelled by parity: $2p_x$ is the lowest state odd in $x$ and even in $y$, and $2p_y$ is the lowest state even in $x$ and odd in $y$.

(a) Find the interaction $V$, and its form at short distance.

(b) In the short-distance form, find the aspect ratio of the ground state with a Gaussian trial function.

(c) In the same limit, find the splitting $\Delta=E(2p_x)-E(2p_y)$.

(d) Find both quantities with the full interaction, and say what each of the two anisotropies contributes.

## Solution

### (a) The interaction

Let the sheet lie at $z=0$, and let $\kappa$ be the mean relative permittivity of the media above and below it; here $\kappa=1$. For in-plane wave vector $\mathbf q$ the potential outside the sheet is $\phi(\mathbf q)e^{-q|z|}$. The jump of the normal displacement equals the charge on the sheet, external plus bound:

$$2\varepsilon_0\kappa q\,\phi=\sigma_{\rm ext}+\sigma_{\rm b}.$$

The bound charge is $\sigma_{\rm b}=-\nabla\!\cdot\!\mathbf P=\varepsilon_0(\chi_x\partial_x^2+\chi_y\partial_y^2)\phi$, which becomes $-\varepsilon_0(\chi_xq_x^2+\chi_yq_y^2)\phi$. Define $r_i=\chi_i/2$, so that $r_x=3.0$ nm and $r_y=2.5$ nm. A hole at the origin has $\sigma_{\rm ext}(\mathbf q)=e$, and the electron has energy $-e\phi$. Therefore

$$V(\mathbf q)=-\frac{e^2}{2\varepsilon_0\left[\kappa q+r_xq_x^2+r_yq_y^2\right]} .$$

To return to real space, write $\mathbf q=q\,\mathbf n$ with $\mathbf n=(\cos\theta,\sin\theta)$, and $\rho(\theta)=r_x\cos^2\theta+r_y\sin^2\theta$. One factor $q$ of the area element cancels, and the odd part of $e^{i\mathbf q\cdot\mathbf r}$ drops out on adding $\theta$ and $\theta+\pi$:

$$V(\mathbf r)=-\frac{e^2}{8\pi^2\varepsilon_0}\int_0^{2\pi}\!d\theta\int_0^\infty\!dq\,\frac{\cos(q\,\mathbf r\cdot\mathbf n)}{\kappa+q\rho} .$$

Substituting $t=q|\mathbf r\cdot\mathbf n|$ in the inner integral gives

$$V(\mathbf r)=-\frac{e^2}{8\pi^2\varepsilon_0}\int_0^{2\pi}\frac{d\theta}{\rho(\theta)}\;g\!\left(\frac{\kappa|\mathbf r\cdot\mathbf n|}{\rho(\theta)}\right),\qquad g(z)=\int_0^\infty\frac{\cos t}{t+z}\,dt .$$

Thus $V$ depends on $\kappa$ and $\mathbf r$ only through the product $\kappa\mathbf r$, a fact used in part (d).

**Short distance.** For small $z$, the part $\int_0^1dt/(t+z)=\ln[(1+z)/z]$ of $g$ diverges as $-\ln z$, while the rest tends to a constant. So for $\kappa r\ll r_x,r_y$ the potential is a constant plus a function that grows logarithmically. To find this function, drop $\kappa q$ in $V(\mathbf q)$, which is equivalent to

$$(r_x\partial_x^2+r_y\partial_y^2)V=\frac{e^2}{2\varepsilon_0}\,\delta(x)\delta(y).$$

With $X=x/\sqrt{r_x}$ and $Y=y/\sqrt{r_y}$ the left side becomes the ordinary Laplacian, and $\delta(x)\delta(y)=\delta(X)\delta(Y)/\sqrt{r_xr_y}$. Since $\nabla^2\ln R=2\pi\delta(X)\delta(Y)$ for $R=\sqrt{X^2+Y^2}$,

$$V\simeq V_0\ln\sqrt{\frac{x^2}{r_x}+\frac{y^2}{r_y}}+\text{const},\qquad V_0=\frac{e^2}{4\pi\varepsilon_0\sqrt{r_xr_y}} .$$

Any remainder would be harmonic in the whole plane and grow no faster than a logarithm, so it can only be a constant. The unit inside the logarithm is absorbed in that constant. Here $V_0=1.440/\sqrt{3.0\times2.5}=0.526$ eV.

The potential is deeper along the direction of larger polarizability. At equal distance the logarithm predicts a difference of $\tfrac12V_0\ln(r_x/r_y)=48$ meV. The full potential at 1 nm is $-0.759$ eV along $x$ and $-0.726$ eV along $y$, a difference of 33 meV. The sign agrees, but 1 nm is already too far for the logarithm to be accurate.

**One anisotropy parameter.** In scaled coordinates the logarithmic problem reads

$$H=-\frac{\hbar^2}{2\mu_xr_x}\partial_X^2-\frac{\hbar^2}{2\mu_yr_y}\partial_Y^2+V_0\ln R+\text{const}.$$

Set $(X,Y)=\lambda(X',Y')$ with $\lambda^2=\hbar^2/(\mu_xr_xV_0)$. Then

$$\frac{H}{V_0}=-\frac12\partial_{X'}^2-\frac1{2\beta}\partial_{Y'}^2+\ln R'+\text{const},\qquad \beta=\frac{\mu_yr_y}{\mu_xr_x} .$$

The masses otherwise enter only the constant, which shifts all levels equally. Hence in this limit $\Delta/V_0$ is a function of $\beta$ alone, and multiplying both masses by a common factor leaves $\Delta$ unchanged. At $\beta=1$ the scaled problem is rotationally symmetric and $\Delta=0$, even though the masses and polarizabilities may each be anisotropic. Here $\beta=(1.0\times2.5)/(0.10\times3.0)=8.33$.

### (b) Aspect ratio in the logarithmic limit

Take $\psi\propto\exp(-x^2/4a^2-y^2/4b^2)$. The density is Gaussian with rms widths $a$ and $b$. Since $\partial_x\psi=-(x/2a^2)\psi$, one has $\langle-\partial_x^2\rangle=\langle x^2\rangle/4a^4=1/4a^2$, and the kinetic energy is

$$T=\frac{\hbar^2}{8\mu_xa^2}+\frac{\hbar^2}{8\mu_yb^2}=\frac{K_x}{A^2}+\frac{K_y}{B^2},$$

with $A=a/\sqrt{r_x}$, $B=b/\sqrt{r_y}$, $K_i=\hbar^2/(8\mu_ir_i)$ and $K_x/K_y=\beta$.

For the mean logarithm write $X=A\varrho\cos\varphi$, $Y=B\varrho\sin\varphi$. The weight is then independent of $\varphi$, and

$$\ln R=\ln\varrho+\ln|A\cos\varphi+iB\sin\varphi|,$$

$$A\cos\varphi+iB\sin\varphi=\frac{A+B}{2}e^{i\varphi}\left[1+w e^{-2i\varphi}\right],\qquad w=\frac{A-B}{A+B}.$$

Because $|w|<1$, $\ln|1+we^{-2i\varphi}|$ is the real part of a power series in $e^{-2i\varphi}$ without a constant term, so its angular mean vanishes. Hence

$$\langle\ln R\rangle=\ln\frac{A+B}{2}+c,$$

where $c=\langle\ln\varrho\rangle$ is a pure number. Setting the derivatives of the energy with respect to $A$ and $B$ to zero gives

$$\frac{2K_x}{A^3}=\frac{V_0}{A+B}=\frac{2K_y}{B^3}\quad\Rightarrow\quad\frac AB=\beta^{1/3}.$$

The energy rises without bound for very small or very large widths, so this single stationary point is the minimum. Returning to $a$ and $b$,

$$\boxed{\frac ab=\sqrt{\frac{r_x}{r_y}}\,\beta^{1/3}=\left(\frac{\mu_y}{\mu_x}\right)^{1/3}\left(\frac{r_x}{r_y}\right)^{1/6}}$$

For the chosen sheet this is $10^{1/3}\times1.2^{1/6}=2.154\times1.031=2.22$. A square-root law, $\sqrt{\mu_y/\mu_x}=3.16$, would hold if $V$ depended on position through $\mu_xx^2+\mu_yy^2$, since coordinates scaled by $\sqrt{\mu_i}$ would then make the whole problem isotropic. The actual contours of $V$ are nearly circular, and stretching the envelope along $x$ costs potential energy. The compromise is a smaller exponent.

### (c) Splitting in the logarithmic limit

For $2p_x$ use $\psi\propto x\exp(-x^2/4a^2-y^2/4b^2)$, with new values of $a$ and $b$. It belongs to the correct parity class, so its energy is an upper bound to $E(2p_x)$. The same holds for $2p_y$. The difference of two upper bounds is an estimate of $\Delta$, not a bound.

The factor $xe^{-x^2/4a^2}$ is the first excited state of the oscillator operator $-\partial_x^2+x^2/4a^4$, with eigenvalue $3/2a^2$. Half of it is kinetic, so $\langle-\partial_x^2\rangle=3/4a^2$, three times the value of the nodeless function.

The density is $X^2/A^2$ times the normalized Gaussian density $G$. Since $A\,\partial_AG=(X^2/A^2-1)G$, the mean of any function in this state follows from its mean in the nodeless Gaussian by applying $1+A\,\partial_A$. For the logarithm this adds $A/(A+B)$:

$$E_{p_x}=\frac{3K_x}{A^2}+\frac{K_y}{B^2}+V_0\left[\ln\frac{A+B}{2}+\frac{A}{A+B}+c\right]+\text{const}.$$

The stationarity conditions are

$$\frac{6K_x}{A^3}=V_0\left[\frac1{A+B}+\frac{B}{(A+B)^2}\right]=V_0\frac{A+2B}{(A+B)^2},$$

$$\frac{2K_y}{B^3}=V_0\left[\frac1{A+B}-\frac{A}{(A+B)^2}\right]=V_0\frac{B}{(A+B)^2}.$$

Dividing the first by the second and setting $t=B/A$ gives $3\beta t^3=(1+2t)/t$, that is,

$$3\beta t^4=1+2t .$$

The polynomial $3\beta t^4-2t-1$ has one sign change in its coefficients, hence one positive root.

Two further relations give the energy. Multiplying the conditions by $A$ and $B$ and adding them yields

$$2T=V_0\,\frac{A^2+2AB+B^2}{(A+B)^2}=V_0,$$

so $T=V_0/2$, as the virial theorem requires for a logarithm. The second condition also gives $B^2/(A+B)=\sqrt{2K_y/V_0}$. Because $B=(A+B)\,t/(1+t)$,

$$A+B=\sqrt{\frac{2K_y}{V_0}}\left(1+\frac1t\right)^2 .$$

Therefore

$$\frac{E_{p_x}}{V_0}=\frac12+\frac12\ln\frac{2K_y}{V_0}+2\ln\left(1+\frac1t\right)+\frac1{1+t}+\text{const}.$$

For $2p_y$ exchange the two directions: $K_y\to K_x$, $\beta\to1/\beta$, and $t\to u=A/B$, with $3u^4/\beta=1+2u$. Subtracting, and using $K_y/K_x=1/\beta$,

$$\boxed{\frac{\Delta}{V_0}=-\frac12\ln\beta+2\ln\frac{1+1/t}{1+1/u}+\frac1{1+t}-\frac1{1+u}}$$

**Weak anisotropy.** For $\beta=1+\epsilon$ with small $\epsilon$, the quartic equations give $t=1-\tfrac{3}{10}\epsilon$ and $u=1+\tfrac{3}{10}\epsilon$. The first term contributes $-\epsilon/2$. The second contributes $+\tfrac35\epsilon$, because $\ln(1+1/t)$ has slope $-\tfrac12$ at $t=1$. The last two together contribute $+\tfrac3{20}\epsilon$. Thus $\Delta\simeq V_0(\beta-1)/4$ at this trial level: $2p_y$ is lower when $\beta$ slightly exceeds 1, and $2p_x$ is lower when it is slightly below 1.

**The given sheet.** For $\beta=8.33$ the roots are $t=0.537$ and $u=1.914$. The three contributions are $-1.060$, $+1.263$ and $+0.308$, with sum $0.511$. Hence $\Delta=0.511\times0.526\ \text{eV}\approx269$ meV. Diagonalization of the same limiting problem also gives 269 meV, so the Gaussian form is not what limits this estimate. The logarithm is.

### (d) The full interaction

The logarithm requires $\kappa r\ll r_x,r_y$. The $2p_x$ state found below has an rms extent of 2.6 nm along $x$, close to $r_x=3.0$ nm, so the full $V(\mathbf q)$ is needed.

**Gaussian states.** The mean potential is $\int d^2q\,V(\mathbf q)F(\mathbf q)/(2\pi)^2$, where $F$ is the Fourier transform of the density. With $q_x=Q\cos\varphi/a$ and $q_y=Q\sin\varphi/b$,

$$\langle V\rangle=-\frac{e^2}{8\pi^2\varepsilon_0ab}\int_0^{2\pi}\!d\varphi\int_0^\infty\!dQ\,\frac{F}{\kappa s+Qv},$$

$$s=\sqrt{\frac{\cos^2\varphi}{a^2}+\frac{\sin^2\varphi}{b^2}},\qquad v=\frac{r_x\cos^2\varphi}{a^2}+\frac{r_y\sin^2\varphi}{b^2}.$$

Here $F=e^{-Q^2/2}$ for $1s$. Applying $1+a\,\partial_a$ at fixed $\mathbf q$ gives $F=(1-Q^2\cos^2\varphi)e^{-Q^2/2}$ for $2p_x$; for $2p_y$ the cosine becomes a sine. The total energy is minimized numerically over $a$ and $b$.

For $1s$ the minimum lies at $a=0.820$ nm, $b=0.363$ nm. With $\hbar^2/m_0=0.0762$ eV nm², the kinetic energy is

$$T=\frac{0.0762}{8}\left[\frac1{0.10\times0.820^2}+\frac1{1.0\times0.363^2}\right]\text{eV}=0.142+0.072=0.214\ \text{eV}.$$

The total energy is $-0.746$ eV, so $\langle V\rangle=-0.960$ eV.

**Removing the Gaussian restriction.** Within each parity class, $\psi$ is expanded in products of 16 oscillator functions in $x$ and 16 in $y$, and the Hamiltonian matrix is diagonalized. A separate finite-difference solution uses the real-space $V(\mathbf r)$ of part (a). The two sets of lowest energies were tested to agree within 1 meV.

| State | Gaussian $E$ (meV) | Diagonalized $E$ (meV) | rms $x$ (nm) | rms $y$ (nm) |
|---|---|---|---|---|
| $1s$ | −746 | −763 | 0.877 | 0.378 |
| $2p_y$ | −501 | −510 | 1.151 | 0.913 |
| $2p_x$ | −321 | −330 | 2.633 | 0.710 |

The widths are those of the diagonalized states. The $1s$ level converges most slowly, because it samples the logarithmic singularity at the origin: the oscillator basis gives $-762.5$ meV, while the finite-difference value, $-762.7$ meV, is the converged one and is the value rounded in the table. The results for this model are

$$\boxed{\frac{\sqrt{\langle x^2\rangle}}{\sqrt{\langle y^2\rangle}}=\frac{0.877}{0.378}=2.32,\qquad \Delta=180\ \text{meV}=2.9\times10^{-20}\ \text{J}}$$

The Gaussian values are 2.26 and 179 to 180 meV. Each Gaussian $p$ level lies 9 to 10 meV too high, and these errors nearly cancel in $\Delta$.

The lower state, $2p_y$, has its lobes along the heavy direction. At fixed widths a node triples the kinetic term of its own direction; at the $1s$ widths this adds $2\times0.072$ eV for a node across $y$ but $2\times0.142$ eV for a node across $x$. The potential energy rises by the same two amounts: a node across $x$ adds $a\,\partial_a\langle V\rangle$, which stationarity of the $1s$ energy makes equal to twice the $x$ part of $T$, and likewise for $y$. Both $p$ states then lower their energy by spreading out, $2p_x$ more strongly, and after optimization the difference sits in the potential energy: with the Gaussian kinetic energies found below, $\langle V\rangle=-0.501-0.189=-0.690$ eV for $2p_y$ and $-0.321-0.156=-0.477$ eV for $2p_x$, while $2p_y$ has the larger kinetic energy. Its rms extent is nevertheless larger along $x$, 1.15 nm against 0.91 nm along $y$.

**Why the splitting is below the logarithmic value.** The aspect ratio moves little from its limiting value, but $\Delta$ drops from 269 to 180 meV. The dependence of $V$ on $\kappa\mathbf r$ alone gives $\kappa\,\partial V/\partial\kappa=\mathbf r\cdot\nabla V$. At a variational minimum the change of $a$ and $b$ does not contribute to $dE/d\kappa$ at first order, and stationarity under a common scaling of $a$ and $b$ gives $\langle\mathbf r\cdot\nabla V\rangle=2T$. Therefore

$$\frac{dE}{d\kappa}=\frac{2T}{\kappa},\qquad \frac{d\Delta}{d\kappa}=\frac{2}{\kappa}\left(T_{p_x}-T_{p_y}\right).$$

In the logarithmic limit both kinetic energies equal $V_0/2=0.263$ eV. At $\kappa=1$ the optimized widths, $(1.448,0.699)$ nm for $2p_x$ and $(1.091,0.512)$ nm for $2p_y$, give

$$T_{p_x}=\frac{0.0762}{8}\left[\frac{3}{0.10\times1.448^2}+\frac1{0.699^2}\right]\text{eV}=0.156\ \text{eV},$$

$$T_{p_y}=\frac{0.0762}{8}\left[\frac{1}{0.10\times1.091^2}+\frac3{0.512^2}\right]\text{eV}=0.189\ \text{eV}.$$

The more extended $2p_x$ state feels a weaker logarithmic slope of the potential, and $\Delta$ falls with $\kappa$ at the rate $2(0.156-0.189)=-0.07$ eV per unit $\kappa$. This is the local slope at $\kappa=1$; it has the sign needed to explain the reduction. The ground-state energy rises much faster, at $2\times0.214=0.43$ eV per unit $\kappa$. A weakly polarizable environment therefore reduces the binding energy more than the $2p$ splitting.

**The two anisotropies separately.** Two control calculations keep one source of anisotropy each. The first uses the geometric mean $r_x=r_y=2.74$ nm, the second a common reduced mass of $0.182\,m_0$.

| Anisotropy kept | Aspect ratio | $\Delta$ (meV) |
|---|---|---|
| masses only | 2.27 | 191 |
| polarizability only | 1.02 | −12 |
| both | 2.32 | 180 |

The mass anisotropy dominates both results. The larger polarizability along $x$ makes the potential deeper along $x$ than at the same distance along $y$. This elongates the envelope further in that direction, but it also favours the state with lobes along $x$. The two effects thus add in the aspect ratio and oppose each other in the splitting. The logarithmic formulas show the same pattern: $r_x/r_y$ enters $a/b$ with a positive power, but enters $\beta$ inversely. With polarizability anisotropy alone, $\beta=2.5/3.0<1$, which gives the negative sign of $\Delta$.

**Reading the spectrum.** The $2p$ states are not neighbouring levels here. The second even-even state lies at $-411$ meV, between $2p_y$ and $2p_x$. The second state of the $2p_y$ class lies at $-331$ meV, which coincides with $2p_x$ within the 2 meV to which that level was tested; their order is not resolved. A hydrogen-like shell is therefore a poor guide, and parity is the safe label.

**Limits of the model.** The ground state has an rms width of only 0.38 nm along $y$, comparable to a lattice period of a few tenths of a nanometre. A local sheet polarizability is then strained. So are parabolic bands, and not only for $1s$: in the Gaussian states the rms wave vector along $y$ is $1/2b=1.38$ nm$^{-1}$ for $1s$, but $\sqrt3/2b=1.69$ nm$^{-1}$ for $2p_y$, because of its node. Electron-hole exchange, the finite thickness of the sheet and the frequency dependence of its screening are also left out. The agreement between the two numerical solutions measures the accuracy within the model, not these omissions. Further digits are in the numerical output below.

## Computed values

```
reduced masses mu_x, mu_y: 0.10, 1.00 m0
sheet susceptibilities chi_x, chi_y: 6.0, 5.0 nm
screening lengths r_x, r_y: 3.00, 2.50 nm; kappa = 1.0
hbar^2/m0: 0.076200 eV nm^2
e^2/(4 pi eps0): 1.439965 eV nm
V at 1 nm along x, along y: -0.7593, -0.7263 eV
bare Coulomb energy at 1 nm: -1.4400 eV
V0: 0.5258 eV
anisotropy parameter beta: 8.3333
square root of mass ratio: 3.162
log limit, Gaussian aspect ratio: 2.221
log limit, Gaussian splitting / V0: 0.5107
log limit, Gaussian splitting: 268.5 meV
log limit, diagonalized splitting: 268.6 meV
log limit, same with both masses doubled: 268.6 meV
log limit, |splitting| at beta = 1: 0.00 meV
1s Gaussian energy: -745.6 meV
1s Gaussian parameters a, b: 0.820, 0.363 nm
1s energy, oscillator basis: -762.5 meV
1s energy, finite differences: -762.7 meV
1s rms x, rms y: 0.877, 0.378 nm
2px Gaussian energy: -321.0 meV
2px Gaussian parameters a, b: 1.448, 0.699 nm
2px energy, oscillator basis: -330.4 meV
2px energy, finite differences: -330.4 meV
2px rms x, rms y: 2.633, 0.710 nm
2py Gaussian energy: -500.6 meV
2py Gaussian parameters a, b: 1.091, 0.512 nm
2py energy, oscillator basis: -510.5 meV
2py energy, finite differences: -510.5 meV
2py rms x, rms y: 1.151, 0.913 nm
second even-even state: -411 meV
second state of the 2py class: -331 meV
1s aspect ratio, Gaussian: 2.260
1s aspect ratio, oscillator basis: 2.323
1s aspect ratio, finite differences: 2.323
splitting E(2px)-E(2py), Gaussian: 179.5 meV
splitting, oscillator basis: 180.1 meV
splitting, finite differences: 180.0 meV
splitting, oscillator basis, in joule: 2.885e-20 J
control runs: mean r 2.739 nm, common mass 0.1818 m0
masses only: aspect 2.270, splitting 191.4 meV
polarizability only: aspect 1.023, splitting -12.4 meV
```
